**Threefold rotation and dz2 interlayer hopping at K**

The program tests that the hopping between the dz2-type states \(c_1\) and \(c_2\) of the two layers vanishes at the zone corner K in a 2Hc bilayer, where metal faces chalcogen. It obtains the threefold rotation eigenvalues from Bloch functions evaluated in real space: their phases are 0 and −120 degrees for \(c_1\) and \(c_2\), but 120 degrees for both \(v_1\) and \(v_2\), the states with \(m=+2\) in layer 1 and \(m=-2\) in layer 2. A 22-orbital tight-binding model with round parameters then gives zero \(c_1\)-\(c_2\) hopping to rounding and a \(v_1\)-\(v_2\) hopping of 3.68 meV. The program asserts that eclipsed metals or a lateral slide make the \(c_1\)-\(c_2\) hopping nonzero. It also asserts that remote states leave the bilayer dz2 pair degenerate at K, and that the pair splits linearly nearby with the slope given by the velocity matrix. With spin-orbit coupling, all four spin hoppings vanish for equivalent layers. When the layers are made inequivalent, the element between \(c_1\) up and \(c_2\) down becomes nonzero, and the other three remain zero to rounding.

## Numerical check

```python
"""
Result under test: in a 2Hc bilayer (layers turned by 180 degrees, metal facing
chalcogen) the hopping <c1,K|H|c2,K> between the dz2-type states of the two
layers is exactly zero, because their threefold rotation eigenvalues differ.
Symbols: a lattice constant, K zone corner, tau = (a1+a2)/3 lateral offset,
omega = exp(2 pi i/3), c = dz2-type state, v = state of type m=+2 in layer 1
and m=-2 in layer 2.  Hartree atomic units.  The model is a two-centre
tight-binding model with metal d and chalcogen p orbitals and round parameters.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space

HA_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
a, x_height, half_sep = 6.0, 3.0, 6.0
a1, a2 = a * np.array([1, 0.0]), a * np.array([0.5, np.sqrt(3) / 2])
tau = (a1 + a2) / 3
K = np.array([4 * np.pi / (3 * a), 0.0])
omega = np.exp(2j * np.pi / 3)
R3 = np.array([[-0.5, -np.sqrt(3) / 2, 0], [np.sqrt(3) / 2, -0.5, 0], [0, 0, 1]])
G = R3[:2, :2] @ K - K
cells = [i * a1 + j * a2 for i in range(-5, 6) for j in range(-5, 6)]

# ---- rotation eigenvalues from Bloch functions evaluated in real space ----
def bloch(points, centre, m):
    total = 0
    for cell in cells:
        site = cell + centre
        x, y = points[:, 0] - site[0], points[:, 1] - site[1]
        z = points[:, 2]
        angular = {0: 2 * z**2 - x**2 - y**2, 2: (x + 1j * y)**2,
                   -2: (x - 1j * y)**2}[m]
        total = total + np.exp(1j * K @ site) * angular * np.exp(
            -0.35 * (x**2 + y**2 + z**2))
    return total

rng = np.random.default_rng(4)
points = rng.uniform(-2.5, 2.5, (12, 3))
measured = {}
for name, centre, m in [("c1", 0 * tau, 0), ("c2", tau, 0),
                        ("v1", 0 * tau, 2), ("v2", tau, -2)]:
    original = bloch(points, centre, m)
    rotated = bloch(points @ R3, centre, m)      # rows are C^-1 r
    value = np.vdot(original, rotated) / np.vdot(original, original)
    assert np.max(abs(rotated - value * original)) < 1e-9 * np.max(abs(original))
    assert abs(value - np.exp(1j * G @ centre) * omega**(-m)) < 1e-9
    measured[name] = value

# ---- two-centre model: d orbitals are normalized traceless tensors ----
def sym(i, j):
    q = np.zeros((3, 3))
    q[i, j] = q[j, i] = 1 / np.sqrt(2)
    return q

Q = np.array([np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2),
              sym(0, 1), sym(0, 2), sym(1, 2)])
onsite = {"d": 0.0, "p": -0.10}
r_mx = np.sqrt(tau @ tau + x_height**2)
strength = {"dd": (-0.03, 0.015, 0.005, a), "dp": (-0.10, 0.05, 0.0, r_mx),
            "pp": (0.03, -0.01, 0.0, a)}
decay, cutoff = 1.2, 19.7

def bond_parts(kind, n):
    if kind == "p":
        return n, np.eye(3) - np.outer(n, n)
    qn = Q @ n
    nqn = qn @ n
    return np.sqrt(1.5) * nqn, np.sqrt(2) * (qn - np.outer(nqn, n))

def hop_block(kind_i, kind_j, d):
    r = np.linalg.norm(d)
    si, pi_i = bond_parts(kind_i, d / r)
    sj, pi_j = bond_parts(kind_j, d / r)
    vs, vp, vd, r0 = strength["".join(sorted(kind_i + kind_j))]
    sigma, pi = np.outer(si, sj), pi_i @ pi_j.T
    block = vs * sigma + vp * pi
    if kind_i == kind_j == "d":
        block = block + vd * (np.eye(5) - sigma - pi)
    if kind_i == "d" and kind_j == "p":
        block = -block                            # odd parity of p
    return block * np.exp(-(r - r0) / decay)

class Bilayer:
    """Metal 2 sits at lateral position s, its chalcogens at s - tau."""
    def __init__(self, s):
        h, u = half_sep, x_height
        self.atoms = [("d", np.r_[0, 0, h]), ("p", np.r_[tau, h + u]),
                      ("p", np.r_[tau, h - u]), ("d", np.r_[s, -h]),
                      ("p", np.r_[s - tau, -h + u]), ("p", np.r_[s - tau, -h - u])]
        sizes = [5 if k == "d" else 3 for k, _ in self.atoms]
        ends = np.cumsum(sizes)
        self.sl = [slice(e - n, e) for e, n in zip(ends, sizes)]
        self.hops = []
        for i, (ki, ri) in enumerate(self.atoms):
            for j, (kj, rj) in enumerate(self.atoms):
                for cell in cells:
                    d = rj + np.r_[cell, 0] - ri
                    if 1e-6 < np.linalg.norm(d) < cutoff:
                        self.hops.append((i, j, d, hop_block(ki, kj, d)))

    def H(self, k):
        h = np.zeros((22, 22), complex)
        for i, (kind, _) in enumerate(self.atoms):
            h[self.sl[i], self.sl[i]] = onsite[kind] * np.eye(5 if kind == "d" else 3)
        for i, j, d, block in self.hops:
            h[self.sl[i], self.sl[j]] += np.exp(1j * k @ d[:2]) * block
        assert np.max(abs(h - h.conj().T)) < 1e-12
        return h

def dominant(h, targets, count=1):
    """Eigenpairs with the largest weight in the span of the target columns."""
    e, vec = np.linalg.eigh(h)
    weight = np.sum(abs(targets.conj().T @ vec)**2, axis=0)
    idx = np.sort(np.argsort(weight)[-count:])
    return e[idx], vec[:, idx], weight[idx], idx

dz2 = np.zeros((11, 1), complex); dz2[0] = 1
dplus = np.zeros((11, 1), complex); dplus[1:3, 0] = np.array([1, 1j]) / np.sqrt(2)

def layer_states(h, target1, target2):
    e1, u1, w1, i1 = dominant(h[:11, :11], target1)
    e2, u2, _, _ = dominant(h[11:, 11:], target2)
    assert abs(e1[0] - e2[0]) < 1e-11
    full = np.zeros((22, 2), complex)
    full[:11, 0], full[11:, 1] = u1[:, 0], u2[:, 0]
    return e1[0], full, w1[0], i1[0] + 1

def hopping(h, pair):
    return pair[:, 0].conj() @ h @ pair[:, 1]

stack = Bilayer(tau)
HK = stack.H(K)
Ec, c, wc, band_c = layer_states(HK, dz2, dz2)
Ev, v, wv, band_v = layer_states(HK, dplus, dplus.conj())
assert wc > 0.5 and wv > 0.5

# rotation operator on the orbitals, checked against the assembled Hamiltonian
U = np.zeros((22, 22), complex)
Dd = np.einsum("aij,jk,bkl,il->ab", Q, R3, Q, R3)
for (kind, r), s in zip(stack.atoms, stack.sl):
    U[s, s] = np.exp(1j * G @ r[:2]) * (Dd if kind == "d" else R3)
assert np.max(abs(U @ HK - HK @ U)) < 1e-12
for states, labels in [(c, ("c1", "c2")), (v, ("v1", "v2"))]:
    for col, label in enumerate(labels):
        assert np.max(abs(U @ states[:, col] - measured[label] * states[:, col])) < 1e-9

tc, tv = hopping(HK, c), hopping(HK, v)
assert abs(tc) < 1e-13 and abs(tv) > 1e-6

# three nearest metal-metal bonds and the pure dz2-dz2 Bloch element
bonds = [(d, b[0, 0]) for i, j, d, b in stack.hops
         if i == 0 and j == 3 and np.linalg.norm(d[:2]) < 1.01 * a / np.sqrt(3)]
assert len(bonds) == 3 and np.ptp([t for _, t in bonds]) < 1e-14
phases = np.array([np.exp(1j * K @ d[:2]) for d, _ in bonds])
assert abs(phases.sum()) < 1e-12
dz_gamma, dz_K = stack.H(0 * K)[0, 11], HK[0, 11]
assert abs(dz_K) < 1e-14 and abs(dz_gamma) > 1e-6

# stackings without the protection
HE = Bilayer(0 * tau).H(K)
_, cE, _, _ = layer_states(HE, dz2, dz2)
t_eclipsed = abs(hopping(HE, cE))
slide = 0.3
HS = Bilayer(tau + np.array([slide, 0])).H(K)
_, cS, _, _ = layer_states(HS, dz2, dz2)
t_slid = abs(hopping(HS, cS))
assert t_eclipsed > 1e-6 and t_slid > 1e-7

# exact bilayer levels and coupling through all remote states
E_pair, doublet, _, _ = dominant(HK, c, 2)
V_pair, _, _, _ = dominant(HK, v, 2)
assert np.ptp(E_pair) < 1e-12 and np.ptp(V_pair) > 1e-6
rest = null_space(c.conj().T)
link = c.conj().T @ HK @ rest
Hrr = rest.conj().T @ HK @ rest
Heff = c.conj().T @ HK @ c + link @ np.linalg.solve(
    E_pair[0] * np.eye(20) - Hrr, link.conj().T)
assert abs(Heff[0, 1]) < 1e-12
assert np.max(abs(np.diag(Heff) - E_pair[0])) < 1e-10

# linear onset away from K
step = 1e-4
ex, ey = np.array([1.0, 0]), np.array([0, 1.0])
dHx = (stack.H(K + step * ex) - stack.H(K - step * ex)) / (2 * step)
dHy = (stack.H(K + step * ey) - stack.H(K - step * ey)) / (2 * step)
alpha_x, alpha_y = hopping(dHx, c), hopping(dHy, c)
assert abs(alpha_x) > 1e-7 and abs(alpha_y - 1j * alpha_x) < 1e-5 * abs(alpha_x)
velocity = doublet.conj().T @ dHx @ doublet
assert abs(np.trace(velocity)) < 1e-8
slope = np.ptp(np.linalg.eigvalsh(velocity))
q_values = [2e-4, 4e-4]
splits = [np.ptp(dominant(stack.H(K + q * ex), c, 2)[0]) for q in q_values]
for q, split in zip(q_values, splits):
    assert abs(split / (slope * q) - 1) < 0.02    # remainder is of order q
t_demo = 0.001
def nearest_sum(k):
    return t_demo * sum(np.exp(1j * k @ d[:2]) for d, _ in bonds)
for direction, factor in [(ex, 1), (ey, 1j)]:
    numeric = (nearest_sum(K + step * direction)
               - nearest_sum(K - step * direction)) / (2 * step)
    assert abs(numeric + np.sqrt(3) / 2 * a * t_demo * factor) < 1e-8
    if factor == 1:
        alpha_nearest = numeric.real

# spin-orbit coupling on the metals; optional shift makes layers inequivalent
soc, p_shift = 0.003, 0.02
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SO = np.zeros((10, 10), complex)
for axis in range(3):
    l = -1j * eps[axis]
    L = np.array([[np.trace(A @ (l @ B - B @ l)) for B in Q] for A in Q])
    SO += soc * np.kron(L, pauli[axis] / 2)

def spin_hopping(shift):
    h = HK.copy()
    h[16:, 16:] += shift * np.eye(6)
    hs = np.kron(h, np.eye(2))
    hs[:10, :10] += SO
    hs[22:32, 22:32] += SO
    layers = []
    for s in (slice(0, 22), slice(22, 44)):
        columns = []
        for spin in (0, 1):
            target = np.zeros((22, 1)); target[spin] = 1
            columns.append(dominant(hs[s, s], target)[1][:, 0])
        layers.append(np.array(columns).T)
    return abs(layers[0].conj().T @ hs[:22, 22:] @ layers[1])

spin_equal, spin_unequal = spin_hopping(0.0), spin_hopping(p_shift)
assert np.max(spin_equal) < 1e-11
assert spin_unequal[0, 1] > 1e-9
assert max(spin_unequal[0, 0], spin_unequal[1, 1], spin_unequal[1, 0]) < 1e-11

# ---- printed numbers ----
print(f"lattice constant a = {a:.1f} bohr; metal-chalcogen height = {x_height:.1f} bohr")
print(f"metal-plane separation = {2*half_sep:.1f} bohr; |tau| = {np.linalg.norm(tau):.4f} bohr")
print(f"K = {K[0]:.5f} bohr^-1 along x; G.tau = {G @ tau / np.pi:.5f} pi")
print(f"on-site energies d, p = {onsite['d']:.2f}, {onsite['p']:.2f} Ha")
for key, val in strength.items():
    print(f"hopping {key}: sigma, pi, delta = {val[0]}, {val[1]}, {val[2]} Ha at {val[3]:.4f} bohr")
print(f"hopping decay length = {decay} bohr; cutoff = {cutoff} bohr")
for name, value in measured.items():
    print(f"C3 eigenvalue {name}: phase = {np.angle(value, deg=True):.3f} degrees")
print(f"layer dz2 state: E = {Ec:.6f} Ha, band {band_c} of 11, dz2 weight {wc:.4f}")
print(f"layer m=+2 state: E = {Ev:.6f} Ha, band {band_v} of 11, m=+2 weight {wv:.4f}")
print(f"nearest metal-metal dz2 amplitude = {bonds[0][1]:.4e} Ha")
print("its three bond phases at K =", np.round(np.angle(phases, deg=True), 3) + 0.0, "degrees")
print(f"dz2-dz2 Bloch element: Gamma {abs(dz_gamma):.4e} Ha, K {abs(dz_K):.1e} Ha")
print(f"2Hc |<c1|H|c2>| at K = {abs(tc):.1e} Ha")
print(f"2Hc |<v1|H|v2>| at K = {abs(tv):.4e} Ha = {abs(tv)*HA_MEV:.3f} meV")
print(f"eclipsed metals |<c1|H|c2>| = {t_eclipsed:.4e} Ha = {t_eclipsed*HA_MEV:.3f} meV")
print(f"slide by {slide} bohr along x: |<c1|H|c2>| = {t_slid:.4e} Ha")
print(f"bilayer dz2 doublet: E = {E_pair[0]:.6f} Ha, splitting {np.ptp(E_pair):.1e} Ha")
print(f"common shift from remote states = {E_pair[0]-Ec:.4e} Ha")
print(f"effective c1-c2 element with remote states = {abs(Heff[0,1]):.1e} Ha")
print(f"bilayer v-pair splitting = {np.ptp(V_pair):.4e} Ha = {np.ptp(V_pair)*HA_MEV:.3f} meV")
print(f"direct linear coefficient |alpha| = {abs(alpha_x):.4e} Ha bohr")
print(f"ratio alpha_y/alpha_x = {(alpha_y/alpha_x).real:.5f} + {(alpha_y/alpha_x).imag:.5f} i")
print(f"full doublet splitting slope = {slope:.4e} Ha bohr")
for q, split in zip(q_values, splits):
    print(f"splitting at q = {q:.1e} bohr^-1: {split:.4e} Ha")
print(f"nearest-bond alpha for t = {t_demo} Ha: {alpha_nearest:.6e} Ha bohr")
print(f"spin-orbit strength = {soc} Ha; layer-2 p shift = {p_shift} Ha")
print(f"equivalent layers, largest of four spin hoppings = {np.max(spin_equal):.1e} Ha")
print(f"inequivalent layers, c1 up - c2 down = {spin_unequal[0,1]:.4e} Ha")
print(f"inequivalent layers, c1 down - c2 up = {spin_unequal[1,0]:.1e} Ha")
print(f"inequivalent layers, equal spin = {max(spin_unequal[0,0], spin_unequal[1,1]):.1e} Ha")
print("finished without a failed check")
```

It prints:

```
lattice constant a = 6.0 bohr; metal-chalcogen height = 3.0 bohr
metal-plane separation = 12.0 bohr; |tau| = 3.4641 bohr
K = 0.69813 bohr^-1 along x; G.tau = -0.66667 pi
on-site energies d, p = 0.00, -0.10 Ha
hopping dd: sigma, pi, delta = -0.03, 0.015, 0.005 Ha at 6.0000 bohr
hopping dp: sigma, pi, delta = -0.1, 0.05, 0.0 Ha at 4.5826 bohr
hopping pp: sigma, pi, delta = 0.03, -0.01, 0.0 Ha at 6.0000 bohr
hopping decay length = 1.2 bohr; cutoff = 19.7 bohr
C3 eigenvalue c1: phase = -0.000 degrees
C3 eigenvalue c2: phase = -120.000 degrees
C3 eigenvalue v1: phase = 120.000 degrees
C3 eigenvalue v2: phase = 120.000 degrees
layer dz2 state: E = 0.077237 Ha, band 8 of 11, dz2 weight 0.7644
layer m=+2 state: E = 0.018095 Ha, band 7 of 11, m=+2 weight 0.9449
nearest metal-metal dz2 amplitude = -9.0742e-05 Ha
its three bond phases at K = [-120.    0.  120.] degrees
dz2-dz2 Bloch element: Gamma 2.6265e-04 Ha, K 3.9e-20 Ha
2Hc |<c1|H|c2>| at K = 4.6e-19 Ha
2Hc |<v1|H|v2>| at K = 1.3507e-04 Ha = 3.675 meV
eclipsed metals |<c1|H|c2>| = 3.1076e-04 Ha = 8.456 meV
slide by 0.3 bohr along x: |<c1|H|c2>| = 1.1372e-05 Ha
bilayer dz2 doublet: E = 0.077154 Ha, splitting 4.2e-17 Ha
common shift from remote states = -8.3094e-05 Ha
effective c1-c2 element with remote states = 3.2e-20 Ha
bilayer v-pair splitting = 2.7034e-04 Ha = 7.356 meV
direct linear coefficient |alpha| = 1.1577e-03 Ha bohr
ratio alpha_y/alpha_x = 0.00000 + 1.00000 i
full doublet splitting slope = 9.7235e-03 Ha bohr
splitting at q = 2.0e-04 bohr^-1: 1.9428e-06 Ha
splitting at q = 4.0e-04 bohr^-1: 3.8818e-06 Ha
nearest-bond alpha for t = 0.001 Ha: -5.196152e-03 Ha bohr
spin-orbit strength = 0.003 Ha; layer-2 p shift = 0.02 Ha
equivalent layers, largest of four spin hoppings = 1.2e-18 Ha
inequivalent layers, c1 up - c2 down = 2.3387e-05 Ha
inequivalent layers, c1 down - c2 up = 2.3e-19 Ha
inequivalent layers, equal spin = 3.9e-18 Ha
finished without a failed check
```
